# Mass-Velocity and Darwin Corrections to the Hydrogenic 1s Level

An electron bound close to the nucleus of a heavy metal moves fast enough for relativity to change its energy. The simplest case is an ion stripped to one electron, in its 1s state. Two corrections act on this level with opposite signs. The kinetic energy grows more slowly with momentum than \(p^2/2m\), which lowers the level, while a contact term at the nucleus raises it. Each is several times larger than their sum, so the sign and size of the net shift depend on evaluating both correctly.

## The system and the result

The nucleus is a fixed point charge \(Ze\). With

\[
\alpha=\frac{e^2}{4\pi\varepsilon_0\hbar c},\qquad a_0=\frac{\hbar}{mc\alpha},\qquad E_h=mc^2\alpha^2,
\]

where \(m\) is the electron mass, the potential energy is

\[
V(r)=-\frac{Ze^2}{4\pi\varepsilon_0 r}=-\frac{Z\alpha\hbar c}{r}.
\]

The nonrelativistic ground state is

\[
\psi_0=\sqrt{\frac{k^3}{\pi}}\,e^{-kr},\qquad k=\frac{Z}{a_0},\qquad W_0=-\frac{\hbar^2k^2}{2m}=-\frac{Z^2}{2}E_h .
\]

All energies \(W\) are measured from the rest energy \(mc^2\). A relation used repeatedly is

\[
\hbar k=Z\alpha\,mc .
\]

Since \(|\nabla\psi_0|^2=k^2\psi_0^2\), we have \(\langle p^2\rangle=\hbar^2k^2\). The root-mean-square momentum is therefore \(Z\alpha\,mc\), and \(Z\alpha\) measures how relativistic the state is.

The result to be shown is that, at leading order in \((Z\alpha)^2\),

\[
\Delta E=E_{MV}+E_D=-\frac{Z^4\alpha^2}{8}E_h=-\frac{m e^8Z^4}{8(4\pi\varepsilon_0)^4\hbar^4c^2}.
\]

Nuclear size, nuclear recoil and radiative effects are left out.

## First derivation: two operators and their expectation values

### From the Dirac equation to the corrections

Let \(\varphi\) and \(\chi\) be the upper and lower two-component parts of the Dirac wavefunction, and let \(S=\boldsymbol\sigma\cdot\mathbf p\). The stationary equations are

\[
cS\chi+V\varphi=W\varphi,\qquad cS\varphi+(V-2mc^2)\chi=W\chi .
\]

The second gives \(\chi=(2mc^2+W-V)^{-1}cS\varphi\). Where \(|W-V|\ll 2mc^2\), the inverse can be expanded:

\[
\chi\simeq\frac{1}{2mc}\left[1-\frac{W-V}{2mc^2}\right]S\varphi .
\]

Inserting this in the first equation and using \(S^2=p^2\) gives

\[
\left[\frac{p^2}{2m}+V-\frac{S(W-V)S}{4m^2c^2}\right]\varphi=W\varphi. \tag{1}
\]

This is not yet an ordinary eigenvalue problem, because \(W\) also stands inside the operator. Nor is \(\varphi\) normalized by itself. To the order needed, \(\chi\simeq S\varphi/2mc\), so the total norm is

\[
\int(\varphi^\dagger\varphi+\chi^\dagger\chi)\,d^3r=\int\varphi^\dagger\left(1+\frac{p^2}{4m^2c^2}\right)\varphi\,d^3r .
\]

Setting \(\varphi=(1-\epsilon p^2)\psi\), with \(\epsilon=1/(8m^2c^2)\), makes this equal to \(\int\psi^\dagger\psi\,d^3r\) to first order in \(\epsilon\). Now multiply (1) from the left by \(1-\epsilon p^2\). With \(H_0=p^2/2m+V\), the main part becomes

\[
(1-\epsilon p^2)(H_0-W)(1-\epsilon p^2)\simeq H_0-W-\epsilon(p^2H_0+H_0p^2)+2\epsilon Wp^2 .
\]

The remaining term is \(-2\epsilon S(W-V)S=-2\epsilon Wp^2+2\epsilon SVS\). The two terms in \(Wp^2\) cancel. Since \(p^2H_0+H_0p^2=p^4/m+p^2V+Vp^2\), what is left is \((H_0+H_1)\psi=W\psi\) with

\[
H_1=-\frac{p^4}{8m^3c^2}+\frac{2SVS-p^2V-Vp^2}{8m^2c^2}. \tag{2}
\]

The numerator of the second term is \(-[S,[S,V]]\). The inner commutator is \([S,V]=\boldsymbol\sigma\cdot\mathbf A\), with \(\mathbf A=-i\hbar\nabla V\). For the outer one, use \((\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)\), keeping the order of the operators:

\[
[S,\boldsymbol\sigma\cdot\mathbf A]=(\mathbf p\cdot\mathbf A-\mathbf A\cdot\mathbf p)+i\boldsymbol\sigma\cdot(\mathbf p\times\mathbf A-\mathbf A\times\mathbf p).
\]

The first bracket is \(-i\hbar\nabla\cdot\mathbf A=-\hbar^2\nabla^2V\). In the second, \(\mathbf p\times\mathbf A=-\mathbf A\times\mathbf p\), because the curl of a gradient vanishes. That part is thus \(-2i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf p)=-2\hbar\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\). Reversing the overall sign gives

\[
H_1=-\frac{p^4}{8m^3c^2}+\frac{\hbar^2}{8m^2c^2}\nabla^2V+\frac{\hbar}{4m^2c^2}\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\]

These are the mass-velocity, Darwin and spin-orbit terms. The first is also the second term in the expansion of \(\sqrt{p^2c^2+m^2c^4}-mc^2\). In the 1s state \(\nabla V\) and \(\nabla\psi_0\) are both radial, so their cross product vanishes and spin-orbit coupling contributes nothing. The other two terms do not act on spin. The first-order shift is therefore their expectation value in \(\psi_0\), the same for both spin directions.

### The mass-velocity energy

For a spherical function \(\nabla^2f=f''+2f'/r\). With \(\psi_0'=-k\psi_0\) and \(\psi_0''=k^2\psi_0\),

\[
\nabla^2\psi_0=\left(k^2-\frac{2k}{r}\right)\psi_0 .
\]

The operator \(p^4\) is the square of the Hermitian operator \(p^2\), so its expectation value is the squared norm of \(p^2\psi_0\):

\[
\langle p^4\rangle=\hbar^4\int|\nabla^2\psi_0|^2d^3r
=\hbar^4\left(k^4-4k^3\left\langle\frac1r\right\rangle+4k^2\left\langle\frac1{r^2}\right\rangle\right).
\]

The two averages follow from \(\int_0^\infty r^ne^{-2kr}dr=n!/(2k)^{n+1}\):

\[
\left\langle\frac1r\right\rangle=4k^3\frac{1}{(2k)^2}=k,\qquad
\left\langle\frac1{r^2}\right\rangle=4k^3\frac{1}{2k}=2k^2 .
\]

Hence \(\langle p^4\rangle=(1-4+8)\hbar^4k^4=5\hbar^4k^4\), and with \(\hbar k=Z\alpha mc\)

\[
E_{MV}=-\frac{5\hbar^4k^4}{8m^3c^2}=-\frac58Z^4\alpha^4mc^2=-\frac58Z^4\alpha^2E_h .
\]

A different value appears if \(\nabla^2\) is applied twice at \(r>0\) and the origin is ignored. There \(\nabla^2(\psi_0/r)=\psi_0''/r=k^2\psi_0/r\), so

\[
\nabla^4\psi_0=k^2\left(k^2-\frac{2k}{r}\right)\psi_0-\frac{2k^3}{r}\psi_0=\left(k^4-\frac{4k^3}{r}\right)\psi_0\qquad(r>0).
\]

Its average with \(\psi_0\) is \(k^4-4k^4=-3k^4\), which cannot be the mean of a positive operator. The missing part comes from \(\nabla^2(1/r)=-4\pi\delta(\mathbf r)\). The term \(-2k\psi_0/r\) in \(\nabla^2\psi_0\) then contributes \(8\pi k\,\psi_0(0)\delta(\mathbf r)\) to \(\nabla^4\psi_0\), and its average is \(8\pi k\,\psi_0(0)^2=8k^4\). The total is again \(5k^4\).

Momentum space avoids the question. With \(\mathbf p=\hbar\mathbf q\), the Fourier transform of \(\psi_0\) is

\[
\tilde\psi(q)=\frac{4\pi}{(2\pi)^{3/2}q}\sqrt{\frac{k^3}{\pi}}\int_0^\infty re^{-kr}\sin(qr)\,dr,
\]

and the integral equals \(2kq/(k^2+q^2)^2\). Therefore \(|\tilde\psi|^2=8k^5/[\pi^2(k^2+q^2)^4]\), and with \(t=q/k\)

\[
\langle q^4\rangle=\frac{32k^4}{\pi}\int_0^\infty\frac{t^6}{(1+t^2)^4}dt=\frac{32k^4}{\pi}\cdot\frac{5\pi}{32}=5k^4 .
\]

The integrand falls as \(t^{-2}\), so the mean exists. For \(\langle q^6\rangle\) it would tend to a constant and the integral would diverge. The next term of the kinetic-energy expansion therefore has no finite expectation value in this state, and higher orders cannot be reached by simply averaging further powers of \(p^2\).

### The Darwin energy

From \(\nabla^2(1/r)=-4\pi\delta(\mathbf r)\) follows \(\nabla^2V=4\pi Z\alpha\hbar c\,\delta(\mathbf r)\). The sign is positive because the attractive potential has a minimum at the nucleus. With \(\psi_0(0)^2=k^3/\pi\),

\[
E_D=\frac{\hbar^2}{8m^2c^2}\,4\pi Z\alpha\hbar c\,\frac{k^3}{\pi}
=\frac{Z\alpha(\hbar k)^3}{2m^2c}=\frac12Z^4\alpha^4mc^2=\frac12Z^4\alpha^2E_h .
\]

The delta function can be approached through a smooth charge. Replace \(V\) by \(V_s=-Z\alpha\hbar c\,\mathrm{erf}(r/s)/r\), the potential of a Gaussian charge of width \(s\). Then

\[
\nabla^2V_s=4\pi Z\alpha\hbar c\,\frac{e^{-r^2/s^2}}{\pi^{3/2}s^3}.
\]

With \(\psi_0\) held fixed, the Darwin energy is multiplied by the Gaussian average of \(e^{-2kr}\). For this Gaussian \(\langle r\rangle=2s/\sqrt\pi\) and \(\langle r^2\rangle=3s^2/2\), so the factor is

\[
1-\frac{4}{\sqrt\pi}ks+3(ks)^2+\dots
\]

Numerical quadrature gives 0.97773 for \(ks=0.01\) and 0.99775 for \(ks=0.001\). Linear extrapolation to zero width gives 0.99997; the small remainder comes from the quadratic term. The contact value is thus the limit of an ordinary integral.

### The sum

\[
\Delta E=\left(-\frac58+\frac12\right)Z^4\alpha^2E_h=-\frac18Z^4\alpha^2E_h .
\]

The Darwin term cancels four fifths of the mass-velocity term. Relative to the nonrelativistic energy the shift is \(\Delta E/W_0=(Z\alpha)^2/4\): the binding energy grows as \(Z^2\), its relativistic correction as \(Z^4\).

## Second derivation: solving the Dirac equation first

The second route expands nothing until the energy is known. For the ground state take a spherical upper component, \(\varphi=g(r)u\), with \(u\) a constant spinor. Then \(S\varphi=-i\hbar g'(\boldsymbol\sigma\cdot\hat{\mathbf r})u\), which suggests \(\chi=-if(r)(\boldsymbol\sigma\cdot\hat{\mathbf r})u\). The field \(f\hat{\mathbf r}\) has zero curl and divergence \(f'+2f/r\), so \(S\chi=-\hbar(f'+2f/r)u\). The Dirac equations become

\[
\hbar c\,g'=(W+2mc^2-V)f,\qquad -\hbar c\left(f'+\frac{2f}{r}\right)=(W-V)g .
\]

Try \(g=Ar^{\gamma-1}e^{-\lambda r}\) and \(f=Br^{\gamma-1}e^{-\lambda r}\). Each equation then holds at all \(r\) if its \(1/r\) terms and its constant terms balance separately. The \(1/r\) terms give

\[
(\gamma-1)A=Z\alpha B,\qquad -(\gamma+1)B=Z\alpha A .
\]

Eliminating \(B/A\) gives \(\gamma^2-1=-Z^2\alpha^2\). For small \(Z\alpha\) the negative root is not normalizable at the origin, so

\[
\gamma=\sqrt{1-Z^2\alpha^2},\qquad \frac BA=\frac{\gamma-1}{Z\alpha}=-\frac{Z\alpha}{\gamma+1}.
\]

The constant terms give \(W=\hbar c\lambda B/A\) and \(W+2mc^2=-\hbar c\lambda A/B\), or

\[
W=\hbar c\lambda\frac{\gamma-1}{Z\alpha},\qquad W+2mc^2=\hbar c\lambda\frac{\gamma+1}{Z\alpha}.
\]

Subtracting them yields \(2mc^2=2\hbar c\lambda/(Z\alpha)\). Hence \(\lambda=Z\alpha mc/\hbar=k\), the nonrelativistic decay constant, and

\[
W=mc^2\left(\sqrt{1-Z^2\alpha^2}-1\right). \tag{3}
\]

As \(Z\alpha\to0\), \(\gamma\to1\) and \(B/A\to0\), so the solution goes over into \(e^{-kr}\) with a vanishing lower component. This identifies it as the 1s state. With \(\sqrt{1-x}=1-x/2-x^2/8-x^3/16-\dots\) and \(x=Z^2\alpha^2\),

\[
W=-\frac{Z^2}{2}E_h-\frac{Z^4\alpha^2}{8}E_h-\frac{Z^6\alpha^4}{16}E_h-\dots
\]

The second term is the sum found above.

The coefficient can also be read from a numerical solution that does not use (3). The radial Dirac Hamiltonian was diagonalized with eight basis functions for each component. These were \(r^{\gamma-1}\) times the whole powers \(r^0\) to \(r^7\) and an exponential whose decay constant was 1.2 times \(k\). The exponent \(\gamma\), which the \(1/r\) terms fix at the nucleus, was thus put in, while the energy came from the diagonalization. The quantity \([W/mc^2+(Z\alpha)^2/2]/(Z\alpha)^4\) came out as −0.125629, −0.125056 and −0.125006 for \(Z\alpha=0.10\), 0.03 and 0.01. It approaches \(-1/8\), and the departures follow the next term of the series, \(-(Z\alpha)^2/16\).

## What each derivation assumes

Both start from the Dirac equation with a fixed point nucleus. They differ in where the smallness of \(Z\alpha\) enters.

The first route expands the operator before solving. This requires \(|W-V|\ll2mc^2\), which fails near the nucleus: \(|V|\) reaches \(2mc^2\) at \(r_c=(Z\alpha)^2/(2k)\). The probability of finding the electron inside \(r_c\) is about \(\tfrac43(kr_c)^3=(Z\alpha)^6/6\). That is small, but it does not by itself justify an expansion with singular operators, which weight this region heavily: for \(Z\alpha=0.42\) the probability is about \(10^{-3}\), yet a quarter of the integral \(\int|\nabla^2\psi_0|^2d^3r\) and the whole Darwin term come from \(r<r_c\). The second route supplies the justification for this state, since it gives the same coefficient without that expansion.

In return, the first route shows what the shift consists of, which (3) does not. This division belongs to the leading order. In the Dirac solution \(g\) behaves as \(r^{\gamma-1}\) with \(\gamma<1\), so the density at a point nucleus is infinite and the contact density used for \(E_D\) has no direct counterpart.

The delta function, too, belongs to the division and not to the sum. To see this, return to (1) and project it on \(\psi_0u\), with \(u\) normalized. The main part, \(H_0-W\), gives \((W_0-W)\langle\psi_0u|\varphi\rangle\), which becomes \((W-W_0)\langle\psi_0u|\varphi\rangle\) when moved to the other side of the equation. In the small term, \(\varphi\) and \(W\) may be replaced by \(\psi_0u\) and \(W_0\) at this order, so

\[
\Delta E=-\frac{\hbar^2}{4m^2c^2}\int(W_0-V)|\nabla\psi_0|^2d^3r
=-\frac{Z^2\alpha^2}{4}\left(W_0-\langle V\rangle\right).
\]

The last step uses \(|\nabla\psi_0|^2=k^2\psi_0^2\) and \(\hbar k=Z\alpha mc\). Since \(\langle V\rangle=-Z\alpha\hbar ck=-Z^2E_h=2W_0\), the bracket is \(-W_0=Z^2E_h/2\), and the result is again \(-Z^4\alpha^2E_h/8\). The integrand contains no singularity stronger than \(1/r\).

## A heavy ion: one-electron cerium

For cerium \(Z=58\), and \(Z\alpha=58\times0.00729735=0.423246\), which is not very small. The nonrelativistic energy is \(-58^2/2=-1682\) hartree. The common scale of the corrections is

\[
Z^4\alpha^2=58^2\times0.423246^2=602.62\ \text{(in hartree)},
\]

from which

- \(E_{MV}=-\tfrac58\times602.62=-376.64\) hartree
- \(E_D=+\tfrac12\times602.62=+301.31\) hartree
- \(\Delta E=-75.33\) hartree, or \(-3.284\times10^{-16}\) J

The net shift is 4.48 percent of \(W_0\), in agreement with \((Z\alpha)^2/4\). The mass-velocity term alone would give five times as much.

Diagonalizing the Dirac Hamiltonian in the basis described above gives \(-1764.94\) hartree, a shift of \(-82.94\) hartree from \(W_0\). The leading-order sum accounts for 90.8 percent of it and misses \(-7.61\) hartree. The next term of the series, \(-Z^6\alpha^4E_h/16\), supplies \(-6.75\) hartree; the remaining \(-0.86\) hartree belongs to still higher terms. The leading-order formula thus gives the right sign and rough size here, but with an error of about 9 percent of the Dirac shift.

The error grows with \(Z\alpha\). In the limit \(Z\alpha\to1\) of the point-nucleus model, (3) tends to \(-mc^2\), whereas the first two terms of the series give \(-(\tfrac12+\tfrac18)mc^2=-0.625\,mc^2\). The shift from \(W_0\) is then \(-0.5\,mc^2\), of which the leading-order formula supplies one quarter. This limit is formal. For \(Z\alpha>\sqrt3/2\) the negative root for \(\gamma\) is normalizable too, so (3) rests on choosing the less singular solution, and the size of the nucleus is no longer a small effect: for \(Z=137\) a uniformly charged nucleus of radius 8.5 fm gives \(W\approx-0.77\,mc^2\), where (3) gives \(-0.98\,mc^2\).

These energies describe an isolated one-electron ion in the point-nucleus Dirac model, and the digits shown belong to that model. In the real cerium ion a nucleus of root-mean-square radius near 4.9 fm raises the level by about 0.18 hartree, and radiative effects raise it by roughly 2 hartree, more than the 0.86 hartree remainder above. In neutral cerium the other electrons screen the nucleus and interact with the 1s electron, and the shifts of the valence levels, which matter for bonding, do not follow from this calculation.
